**Crossing tie lines: reaction energies against direct Gibbs minimization**

When tie lines A–B and C–D cross in a ternary triangle, the balanced reaction aA + bB → cC + dD has the energy ΔG = cG_C + dG_D − aG_A − bG_B, where G_i is the Gibbs energy of phase i per mole of formula units. A negative ΔG excludes A + B; C + D then coexist if no further phase undercuts them. On 150 crossing and 493 non-crossing random quadruples, the program asserts that plane geometry agrees with the signs of the balance. For the crossing cases it also asserts, by linear programming, that the predicted pair is the minimum, that the losing pair stays excluded when three random phases are added, and that the chemical-potential window has the derived width. The criterion for further phases is compared with minimization in 300 random seven-phase systems, of which 118 have a stable test pair and 182 an unstable one. In the model example of a metal M on an oxide XO2, the contact reacts to MO + MX at 600 K (ΔG = −5 kJ/mol) and is stable at 1100 K (ΔG = +7.5 kJ/mol). Repeated minimization places the change at 800 K, in agreement with ΔH/ΔS.

## Numerical check

```python
"""
Result under test: if tie lines A-B and C-D cross in a ternary triangle, the
balanced reaction a A + b B -> c C + d D (all coefficients positive) has
dG = c G_C + d G_D - a G_A - b G_B. For dG < 0 the pair A+B cannot coexist,
and C+D coexist provided no further phase undercuts them; for dG > 0 the
roles are exchanged.
Symbols: each row of 'comp' counts the three elements in a formula unit;
'energy' holds Gibbs energies per formula unit; mu = chemical potentials;
residual of a phase = its energy minus mu . composition.
All phases have fixed composition; temperature and pressure are fixed.
"""
import numpy as np
from scipy.optimize import linprog
from scipy.constants import R

rng = np.random.default_rng(12)


def minimize_gibbs(comp, energy, elements):
    """Lowest Gibbs energy and phase amounts for given element amounts."""
    res = linprog(energy, A_eq=comp.T, b_eq=elements,
                  bounds=(0, None), method="highs")
    assert res.status == 0, res.message
    return res.fun, res.x


def potential_range(comp, energy, pair, direction):
    """Range of direction . mu over planes touching pair, above no phase."""
    others = [k for k in range(len(comp)) if k not in pair]
    ends = []
    for sign in (1, -1):
        res = linprog(sign * np.asarray(direction, float),
                      A_ub=comp[others], b_ub=energy[others],
                      A_eq=comp[pair], b_eq=energy[pair],
                      bounds=(None, None), method="highs")
        assert res.status == 0, res.message
        ends.append(sign * res.fun)
    return ends


def segment_crossing(points):
    """Fractions along segments 0-1 and 2-3 at an interior crossing."""
    p, q, r, s = points
    matrix = np.column_stack((q - p, r - s))
    if abs(np.linalg.det(matrix)) < 1e-12:
        return None
    u, v = np.linalg.solve(matrix, r - p)
    return (u, v) if 0 < u < 1 and 0 < v < 1 else None


def balance(comp):
    """Null vector of four compositions from signed determinants."""
    return np.array([(-1) ** k * round(np.linalg.det(np.delete(comp, k, 0)))
                     for k in range(4)], float)


def random_phases(count):
    rows = []
    while len(rows) < count:
        row = rng.integers(0, 4, 3)
        if row.sum() > 0:
            rows.append(row)
    comp = np.array(rows, float)
    return comp, comp.sum(axis=1) * rng.uniform(-1, 0, count)


def stable_by_reactions(comp, energy, i, j):
    """Pair i,j survives every reaction to one phase on its line or to
    two phases on opposite sides of its line."""
    basis = comp[[i, j]].T

    def cost(target, target_energy):
        coef = np.linalg.lstsq(basis, target, rcond=None)[0]
        assert np.allclose(basis @ coef, target, atol=1e-8)
        return target_energy - coef @ energy[[i, j]]

    normal = np.cross(comp[i], comp[j])
    side = comp @ normal
    rest = [k for k in range(len(comp)) if k not in (i, j)]
    for e in rest:
        if side[e] == 0 and cost(comp[e], energy[e]) < -1e-9:
            return False
        for f in rest:
            if side[e] > 0 and side[f] < 0:
                p, q = -side[f], side[e]
                if cost(p * comp[e] + q * comp[f],
                        p * energy[e] + q * energy[f]) < -1e-9:
                    return False
    return True


# Random quadruples: geometry, sign rule, exclusion and window width
crossing_cases = noncrossing_cases = 0
while crossing_cases < 150:
    comp, energy = random_phases(4)
    null = balance(comp)
    if np.any(null == 0):
        continue
    atoms = comp.sum(axis=1)
    cut = segment_crossing((comp / atoms[:, None])[:, :2])
    pattern = (null[0] * null[1] > 0 and null[2] * null[3] > 0
               and null[0] * null[2] < 0)
    assert (cut is not None) == pattern
    if cut is None:
        noncrossing_cases += 1
        continue
    crossing_cases += 1
    coef = np.abs(null) / np.abs(null).max()
    dG = coef[2:] @ energy[2:] - coef[:2] @ energy[:2]
    g = energy / atoms
    height = (g[2] + cut[1] * (g[3] - g[2])) - (g[0] + cut[0] * (g[1] - g[0]))
    assert abs(height - dG / (coef[:2] @ atoms[:2])) < 1e-9
    win, lose = ([2, 3], [0, 1]) if dG < 0 else ([0, 1], [2, 3])
    amounts = rng.uniform(0.3, 1, 2)
    _, found = minimize_gibbs(comp, energy, amounts @ comp[win])
    assert np.allclose(found[win], amounts, atol=1e-6)
    assert np.all(found[lose] < 1e-6)
    # The losing pair stays excluded when arbitrary phases are added
    more_comp, more_energy = random_phases(3)
    lowest, _ = minimize_gibbs(np.vstack((comp, more_comp)),
                               np.concatenate((energy, more_energy)),
                               amounts @ comp[lose])
    extent = np.min(amounts / coef[lose])
    assert lowest <= amounts @ energy[lose] - extent * abs(dG) + 1e-6
    # Range of the residual of one losing phase along the winning tie line
    first = lose[0]
    low, high = potential_range(comp, energy, win, comp[first])
    assert abs(energy[first] - high) < 1e-6
    assert abs((energy[first] - low) - abs(dG) / coef[first]) < 1e-5
assert noncrossing_cases > 30

# Random seven-phase systems: complete reaction criterion against minimization
stable_count = unstable_count = 0
while stable_count + unstable_count < 300:
    comp, energy = random_phases(7)
    if not np.any(np.cross(comp[0], comp[1])):
        continue
    amounts = rng.uniform(0.3, 1, 2)
    lowest, _ = minimize_gibbs(comp, energy, amounts @ comp[:2])
    stable = amounts @ energy[:2] - lowest < 1e-7
    assert stable == stable_by_reactions(comp, energy, 0, 1)
    stable_count += stable
    unstable_count += not stable
assert stable_count > 20 and unstable_count > 20

# Model metal M on oxide XO2; columns are M, X, O; H in kJ/mol, S in J/(mol K)
names = ["M", "X", "O2", "MO", "XO2", "MX"]
comp = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 2],
                 [1, 0, 1], [0, 1, 2], [1, 1, 0]], float)
H = np.array([0, 0, 0, -400, -900, -120], float)
S = np.array([0, 0, 0, -100, -180, -5], float)
M, X, O2, MO, XO2, MX = range(6)
to_X = np.array([-2, 1, 0, 2, -1, 0], float)
to_MX = np.array([-3, 0, 0, 2, -1, 1], float)
assert np.allclose(to_X @ comp, 0) and np.allclose(to_MX @ comp, 0)
contact = 3 * comp[M] + comp[XO2]


def gibbs(T):
    return H - T * S / 1000


def describe(amounts):
    return " + ".join(f"{x:.3f} {n}" for x, n in zip(amounts, names)
                      if x > 1e-6)


print("Model formation data per mole of formula units (elements: zero)")
for k in (MO, XO2, MX):
    print(f"{names[k]}: H = {H[k]:.0f} kJ/mol, S = {S[k]:.0f} J/(mol K)")
print("Reaction 1: 2 M + XO2 -> 2 MO + X")
print("Reaction 2: 3 M + XO2 -> 2 MO + MX")
for label, reaction in (("1", to_X), ("2", to_MX)):
    print(f"Reaction {label}: dH = {reaction @ H:.1f} kJ/mol, "
          f"dS = {reaction @ S:.1f} J/(mol K)")
points = (comp / comp.sum(axis=1)[:, None])[[M, XO2, MO, MX], :2]
cut = segment_crossing(points)
assert cut is not None
cross_xy = points[0] + cut[0] * (points[1] - points[0])
assert np.allclose(cross_xy, (contact / contact.sum())[:2])
print(f"Crossing point, atomic fractions: M {cross_xy[0]:.4f}, "
      f"X {cross_xy[1]:.4f}, O {1 - cross_xy.sum():.4f}")
print(f"Atoms in balanced reaction 2: {contact.sum():.0f}")

for T in (600.0, 1100.0):
    G = gibbs(T)
    dG1, dG2 = to_X @ G, to_MX @ G
    _, found = minimize_gibbs(comp, G, contact)
    pair = [MO, MX] if dG2 < 0 else [M, XO2]
    assert set(np.flatnonzero(found > 1e-6)) == set(pair)
    assert stable_by_reactions(comp, G, MO, MX) == (dG2 < 0)
    assert stable_by_reactions(comp, G, M, XO2) == (dG2 > 0)
    low, high = potential_range(comp, G, pair, [0, 0, 1])
    if dG2 < 0:
        expected = (G[MO], G[MO] - dG2 / 3)
    else:
        expected = (G[MO] - dG2 / 2, G[MO])
    assert np.allclose((low, high), expected, atol=1e-5)
    logp = 2000 * np.array([low, high]) / (R * T * np.log(10))
    print(f"T = {T:.0f} K")
    print(f"  G(MO) = {G[MO]:.1f}, G(XO2) = {G[XO2]:.1f}, "
          f"G(MX) = {G[MX]:.1f} kJ/mol")
    print(f"  dG of reaction 1 = {dG1:.2f} kJ/mol")
    print(f"  dG of reaction 2 = {dG2:.2f} kJ/mol")
    print(f"  height of MO-MX line above M-XO2 line = "
          f"{dG2 / contact.sum():.4f} kJ per mole of atoms")
    print(f"  equilibrium from 3 mol M + 1 mol XO2 (mol): {describe(found)}")
    print(f"  oxygen potential window of this pair: {low:.3f} to "
          f"{high:.3f} kJ/mol O")
    print(f"  width of window = {high - low:.3f} kJ/mol O")
    print(f"  log10(p_O2 / 1 bar): {logp[0]:.2f} to {logp[1]:.2f}")

# The compound MX is what removes the contact at the lower temperature
G = gibbs(600.0)
keep = [M, X, O2, MO, XO2]
_, without = minimize_gibbs(comp[keep], G[keep], contact)
assert set(np.flatnonzero(without > 1e-6)) == {M, XO2}
print(f"600 K with MX left out of the list (mol): {describe(without)}")
_, excess = minimize_gibbs(comp, G, 10 * comp[M] + comp[XO2])
assert np.allclose(excess, [7, 0, 0, 2, 0, 1], atol=1e-6)
print(f"600 K from 10 mol M + 1 mol XO2 (mol): {describe(excess)}")

# Flip temperature found only from which phases the minimization selects
cold, hot = 300.0, 1500.0
for _ in range(20):
    middle = (cold + hot) / 2
    _, found = minimize_gibbs(comp, gibbs(middle), contact)
    if found[MX] > 0.5:
        cold = middle
    else:
        hot = middle
T_flip = 1000 * (to_MX @ H) / (to_MX @ S)
assert abs((cold + hot) / 2 - T_flip) < 0.02
four = [M, XO2, MO, MX]
G = gibbs(T_flip)
mu = np.linalg.lstsq(comp[four], G[four], rcond=None)[0]
assert np.allclose(comp[four] @ mu, G[four], atol=1e-8)
assert np.all(G - comp @ mu > -1e-8)
print(f"Flip temperature dH/dS = {T_flip:.2f} K")
print(f"Flip temperature from minimization = {(cold + hot) / 2:.2f} K")
print(f"Potentials at the flip (kJ/mol): M {abs(mu[0]):.2f} (magnitude), "
      f"X {mu[1]:.2f}, O {mu[2]:.2f}")
print(f"Random tests: {crossing_cases} crossing, {noncrossing_cases} "
      f"non-crossing quadruples")
print(f"Seven-phase tests: {stable_count} stable, {unstable_count} "
      f"unstable pairs")
print("PASS")
```

Output:

```
Model formation data per mole of formula units (elements: zero)
MO: H = -400 kJ/mol, S = -100 J/(mol K)
XO2: H = -900 kJ/mol, S = -180 J/(mol K)
MX: H = -120 kJ/mol, S = -5 J/(mol K)
Reaction 1: 2 M + XO2 -> 2 MO + X
Reaction 2: 3 M + XO2 -> 2 MO + MX
Reaction 1: dH = 100.0 kJ/mol, dS = -20.0 J/(mol K)
Reaction 2: dH = -20.0 kJ/mol, dS = -25.0 J/(mol K)
Crossing point, atomic fractions: M 0.5000, X 0.1667, O 0.3333
Atoms in balanced reaction 2: 6
T = 600 K
  G(MO) = -340.0, G(XO2) = -792.0, G(MX) = -117.0 kJ/mol
  dG of reaction 1 = 112.00 kJ/mol
  dG of reaction 2 = -5.00 kJ/mol
  height of MO-MX line above M-XO2 line = -0.8333 kJ per mole of atoms
  equilibrium from 3 mol M + 1 mol XO2 (mol): 2.000 MO + 1.000 MX
  oxygen potential window of this pair: -340.000 to -338.333 kJ/mol O
  width of window = 1.667 kJ/mol O
  log10(p_O2 / 1 bar): -59.20 to -58.91
T = 1100 K
  G(MO) = -290.0, G(XO2) = -702.0, G(MX) = -114.5 kJ/mol
  dG of reaction 1 = 122.00 kJ/mol
  dG of reaction 2 = 7.50 kJ/mol
  height of MO-MX line above M-XO2 line = 1.2500 kJ per mole of atoms
  equilibrium from 3 mol M + 1 mol XO2 (mol): 3.000 M + 1.000 XO2
  oxygen potential window of this pair: -293.750 to -290.000 kJ/mol O
  width of window = 3.750 kJ/mol O
  log10(p_O2 / 1 bar): -27.90 to -27.54
600 K with MX left out of the list (mol): 3.000 M + 1.000 XO2
600 K from 10 mol M + 1 mol XO2 (mol): 7.000 M + 2.000 MO + 1.000 MX
Flip temperature dH/dS = 800.00 K
Flip temperature from minimization = 800.00 K
Potentials at the flip (kJ/mol): M 0.00 (magnitude), X -116.00, O -320.00
Random tests: 150 crossing, 493 non-crossing quadruples
Seven-phase tests: 118 stable, 182 unstable pairs
PASS
```
